# Edge-state overlap gap in a finite-width HgTe strip

## Problem

A HgTe quantum well in the inverted regime is cut into a strip of width $L$, occupying $|y|\le L/2$ and free along $x$. In the Bernevig-Hughes-Zhang model its spin-up block, in the basis of the electron-like state $|E,\uparrow\rangle$ and the hole-like state $|H,\uparrow\rangle$, is

$$h=-Dk^2+(M-Bk^2)\sigma_z+A(k_x\sigma_x-k_y\sigma_y),\qquad k^2=k_x^2+k_y^2 .$$

The spin-down block is the time-reversed copy, $h^*(-\mathbf k)$, and no term mixes the spins. Both components of the wave function vanish at the walls. Take these rough typical values for a well about 7 nm thick:

$A=364.5$ meV nm, $B=-686$ meV nm², $D=-512$ meV nm², $M=-10$ meV.

1. Find the states of a single edge, their dispersion and their decay lengths.
2. Decide which edge states can open a gap by overlapping.
3. Find the condition for the strip levels at $k_x=0$, and from it the gap $\Delta(L)$ of a wide strip.
4. Find the width at which the full gap $\Delta$ equals $k_BT$ at $T=1$ K. Say what this equality means for conduction.
5. Estimate how far effects outside the model move the answer.

## Solution

### 1. A single edge

Below, $A>0$, $B<0$, $M<0$ and $|D|<|B|$. Write $B_\pm=B\pm D$; both are negative, and $B_+B_-=B^2-D^2>0$. With $k_y=-i\partial_y$,

$$h=(D+B\sigma_z)(\partial_y^2-k_x^2)+M\sigma_z+Ak_x\sigma_x+A\,(i\sigma_y)\,\partial_y,\qquad i\sigma_y=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.$$

Consider first the upper edge alone: a wall at $y=0$ with material at $y<0$. Try $\psi=\chi f(y)$ with a constant real spinor $\chi=(u,w)$, $u^2+w^2=1$. We choose $\chi$ so that the second-derivative term has no component along $\chi$:

$$\chi\cdot(D+B\sigma_z)\chi=B_+u^2-B_-w^2=0 .$$

With the normalization this gives $u^2=B_-/2B$ and $w^2=B_+/2B$. Take $u,w>0$ and define

$$s=2uw=\sqrt{1-D^2/B^2},\qquad \eta=(w,-u),$$

where $\eta$ is orthogonal to $\chi$. The products needed are

- $i\sigma_y\chi=\eta$;
- $\chi\cdot\sigma_z\chi=u^2-w^2=-D/B$ and $\eta\cdot\sigma_z\chi=2uw=s$;
- $\chi\cdot\sigma_x\chi=2uw=s$ and $\eta\cdot\sigma_x\chi=w^2-u^2=D/B$;
- $\eta\cdot(D+B\sigma_z)\chi=(B_++B_-)uw=Bs$.

Projecting $h\psi=E\psi$ on $\chi$ removes all derivatives:

$$E=E_0+vk_x,\qquad E_0=-\frac{DM}{B},\qquad v=A\sqrt{1-\frac{D^2}{B^2}} .$$

Here $v$ is $\hbar$ times the speed. Projecting on $\eta$ and dividing by $Bs$ gives the equation for the profile,

$$f''-\kappa f'+\left[\frac MB-k_x^2+\frac{AD}{B^2s}k_x\right]f=0,\qquad \kappa=\frac{A}{|B|s}=\frac{A}{\sqrt{B^2-D^2}} .$$

The minus sign before $\kappa$ comes from $B<0$. A solution that vanishes at the wall and decays needs two decaying exponentials, so the square bracket must be positive. For the given values this holds for $-0.62<k_x<0.0235$ nm⁻¹; at the ends of this range the edge level merges with the bulk bands. At $k_x=0$, $f=e^{\lambda y}$ requires

$$\lambda^2-\kappa\lambda+\frac MB=0,\qquad \lambda_{1,2}=\frac{\kappa\pm\sqrt{\kappa^2-4M/B}}{2}.$$

For $M/B>0$ and $\kappa^2>4M/B$ both roots are real and positive. Then $f=e^{\lambda_2y}-e^{\lambda_1y}$ vanishes at the wall and decays into the material. If $\kappa^2<4M/B$, the roots are complex and the profile oscillates as it decays; the gap formula derived below is not meant for that case.

For the given values, $B^2-D^2=208452$ meV² nm⁴, so

$$\kappa=0.798\ \text{nm}^{-1},\qquad M/B=0.01458\ \text{nm}^{-2},$$

$$\lambda_1=0.780\ \text{nm}^{-1},\qquad \lambda_2=0.01870\ \text{nm}^{-1}.$$

The decay lengths are 1.28 nm and 53.5 nm. The longer one governs the overlap. The edge levels cross at $E_0=7.46$ meV, and $v=242.6$ meV nm corresponds to a speed of $3.7\times10^5$ m/s.

### 2. Which states overlap

Reflection $y\to-y$ combined with $\sigma_z$ turns $h(k_x)$ into $h(-k_x)$. The operator $\sigma_z$ reverses both $\sigma_x$ and $\sigma_y$, and the reflection reverses $\partial_y$, so the net change is the sign of the $k_x\sigma_x$ term. The spin-up state at the lower edge therefore has spinor $\sigma_z\chi$ and energy $E_0-vk_x$. Time reversal gives the spin-down states, which move oppositely to the spin-up state at the same edge.

At one edge, the two counterpropagating states have opposite spin, and this model has no matrix element between them. The same-spin partner that moves the other way lies on the opposite edge. The gap therefore comes from overlap across the strip, separately in each spin block.

### 3. Levels and gap of the strip

**Secular equation.** Set $k_x=0$ and insert $(a,b)e^{\lambda y}$:

$$(M-E+B_+\lambda^2)a+A\lambda b=0,$$

$$-A\lambda a-(M+E+B_-\lambda^2)b=0 .$$

A nonzero solution requires

$$(M-E+B_+\lambda^2)(M+E+B_-\lambda^2)=A^2\lambda^2 .$$

Multiplying out, and using $B_+(M+E)+B_-(M-E)=2BM+2DE$, we get a quadratic in $\lambda^2$. Its two roots obey

$$\lambda_1^2+\lambda_2^2=\frac{A^2-2BM-2DE}{B_+B_-},\qquad \lambda_1^2\lambda_2^2=\frac{M^2-E^2}{B_+B_-}.$$

From here on $\lambda_{1,2}$ are the positive roots of this equation and depend on $E$. Define

$$g_j=\frac{M-E+B_+\lambda_j^2}{\lambda_j},\qquad t_j=\tanh\frac{\lambda_jL}{2}.$$

At $k_x=0$ the combined reflection is a symmetry, so the states can be sorted by parity. If the upper component is even, the first row of the equation fixes the lower one:

$$\psi=\sum_{j=1,2}c_j\begin{pmatrix}\cosh\lambda_jy\\-(g_j/A)\sinh\lambda_jy\end{pmatrix}.$$

At $y=L/2$ both sums must vanish:

$$\sum_jc_j\cosh\frac{\lambda_jL}{2}=0,\qquad \sum_jc_jg_j\sinh\frac{\lambda_jL}{2}=0 .$$

Setting their determinant to zero and dividing by the two hyperbolic cosines gives $g_1t_1=g_2t_2$. For the other parity, cosh and sinh change places, which gives $g_1/t_1=g_2/t_2$. Thus

$$g_1t_1=g_2t_2\quad\text{(even)},\qquad g_1t_2=g_2t_1\quad\text{(odd)}.$$

These conditions hold for any width at which the levels stay within $|E|<|M|$.

**Infinite width.** As $L\to\infty$, both $t_j\to1$ and both conditions become $g_1=g_2$. With $p=\lambda_1\lambda_2$,

$$g_1-g_2=(\lambda_1-\lambda_2)\left[B_+-\frac{M-E}{p}\right].$$

The bracket vanishes when $p=(M-E)/B_+$. Squaring and using the product of the roots,

$$\frac{(M-E)^2}{B_+^2}=\frac{(M-E)(M+E)}{B_+B_-}\ \Rightarrow\ B_-(M-E)=B_+(M+E)\ \Rightarrow\ E=-\frac{DM}{B}.$$

This is $E_0$ again. There $M-E_0=MB_+/B$ and $M+E_0=MB_-/B$, so $p=M/B$. The sum of the roots also agrees with part 1:

$$(\lambda_1+\lambda_2)^2=\frac{A^2-2M(B^2-D^2)/B}{B^2-D^2}+\frac{2M}{B}=\kappa^2 .$$

**Large finite width.** Let $\varepsilon=e^{-\lambda_2L}\ll1$. Then $t_2=(1-\varepsilon)/(1+\varepsilon)\approx1-2\varepsilon$. Since $\lambda_1\gg\lambda_2$ here, $t_1$ can be set to 1. With $R(E)=g_2/g_1$, the two conditions read

$$R=1+2\varepsilon\ \text{(even)},\qquad R=1-2\varepsilon\ \text{(odd)}.$$

We need the slope of $R-1=-(g_1-g_2)/g_1$ at $E_0$. The bracket in $g_1-g_2$ is zero there, so only its own derivative contributes. From $p^2\propto M^2-E^2$ follows $p'/p=-E/(M^2-E^2)$, and

$$\frac{d}{dE}\frac{M-E}{p}=-\frac1p+\frac{E}{p(M+E)}=-\frac{M}{p(M+E)} .$$

At $E_0$ the right side equals $-B^2/(MB_-)$, so the bracket has slope $+B^2/(MB_-)$. Also, $M-E_0=B_+p$ gives $g_1=B_+(\lambda_2+\lambda_1)=B_+\kappa$. Therefore

$$R'(E_0)=-\frac{\lambda_1-\lambda_2}{\lambda_1+\lambda_2}\,\frac{B^2}{M(B^2-D^2)} .$$

This is positive because $M<0$, so the even level is the upper one. The levels lie at $E_0\pm2\varepsilon/R'$, and their separation is

$$\boxed{\Delta(L)\approx4|M|\left(1-\frac{D^2}{B^2}\right)\frac{\lambda_1+\lambda_2}{\lambda_1-\lambda_2}\,e^{-\lambda_2L}}$$

with $\lambda_{1,2}$ now taken at $E_0$. The derivation replaced $R$ by its tangent and neglected the change of $\lambda_2$ between $E_0$ and the split levels. It therefore needs a splitting small enough that $\lambda_2L$ hardly changes over it.

**Why this is the gap of the strip.** Near $k_x=0$, use the two spin-up edge states as a basis. The term $Ak_x\sigma_x$ has expectation values $\pm vk_x$ in them. Its cross element vanishes, because $\chi\cdot\sigma_x\sigma_z\chi=-uw+wu=0$. The overlap supplies an off-diagonal element of magnitude $\Delta/2$. To this order,

$$E\approx E_0\pm\sqrt{v^2k_x^2+\Delta^2/4},$$

which is narrowest at $k_x=0$. For the width found in part 4, the strip was also diagonalized at 41 values of $k_x$ from 0 to 0.3 nm⁻¹. The lowest upper level and the highest lower level both occurred at $k_x=0$.

**Comparison of gaps.** The prefactor is

$$4(10)(0.44295)\frac{0.79835}{0.77966-0.01870}\ \text{meV}=18.59\ \text{meV}.$$

The next table compares the boxed formula with the secular equation.

| $L$ (nm) | secular gap (meV) | formula (meV) |
|---:|---:|---:|
| 150 | 1.2073 | 1.1252 |
| 200 | 0.4508 | 0.4418 |
| 250 | 0.1744 | 0.1735 |
| 300 | 0.0682 | 0.0681 |
| 400 | 0.0105 | 0.0105 |

Relative to the secular gap, the formula is 6.8% low at 150 nm, 2.0% low at 200 nm and 0.1% low at 300 nm. A direct diagonalization of $h$, using 80 polynomials per component that vanish at the walls, reproduces the secular gaps to all the digits shown. In the example of part 4, an equal-weight combination of the two split states has 99.6% of its weight in one half of the strip. The split levels are thus combinations of states on opposite edges.

**The non-inverted case.** Let $M>0$ while $B<0$ and $|D|<|B|$ still hold. The diagonal entries of $h$ are then operators $a=M-B_+k^2\ge M$ and $d=-M+B_-k^2\le-M$. Call the upper off-diagonal entry $b$, and suppose there is a state $(\phi_1,\phi_2)$ with $|E|<M$. The two rows give

$$\langle\phi_1|a-E|\phi_1\rangle=-\langle\phi_1|b\phi_2\rangle,\qquad \langle\phi_2|d-E|\phi_2\rangle=-\langle\phi_2|b^\dagger\phi_1\rangle .$$

The right sides are complex conjugates and the left sides are real, so the left sides are equal. But the first is positive unless $\phi_1=0$, and the second is negative unless $\phi_2=0$. No such state exists, and the gap is at least $2M$ at any width. With $M=+10$ meV and the width of part 4, diagonalization gives 21.3 meV. The exponentially small gap thus belongs to the inverted regime.

### 4. The width for a gap of $k_BT$ at 1 K

At 1 K, $k_BT=0.08617$ meV. Solving the boxed formula for $L$,

$$L=\frac{1}{\lambda_2}\ln\frac{18.589}{0.08617}=\frac{5.374}{0.018697\ \text{nm}^{-1}}=287.4\ \text{nm}.$$

The secular equation gives 287.5 nm. Within the model,

$$\boxed{L\approx288\ \text{nm}=0.288\ \mu\text{m}.}$$

The split levels are at 7.422 and 7.508 meV. The next level at $k_x=0$ lies 3.9 meV higher, about 45 times $k_BT$, so the thermal spread hardly reaches it.

This width marks a crossover and does not make the strip insulating. Put the chemical potential at midgap. In linear response, carriers at energy $E$ are weighted by $-\partial f/\partial E$, where $f$ is the Fermi function. The weight above the gap is $f(\Delta/2)$, and the weight below it is the same by symmetry. The fraction outside the gap is

$$\frac{2}{e^{\Delta/2k_BT}+1}=\frac{2}{e^{1/2}+1}=0.755\qquad(\Delta=k_BT).$$

Three quarters of the thermal window lies outside the gap. For $\Delta=10\,k_BT$ the fraction falls to $2/(e^5+1)=0.013$. The secular equation places that gap at $L=167$ nm, where the closed formula would give 164 nm.

The strip must also be long. At midgap, $E=E_0$ requires $v^2k_x^2=-\Delta^2/4$, so the amplitude decays along $x$ over

$$\frac{2v}{\Delta}=\frac{2(242.59)}{0.08617}\ \text{nm}=5.6\ \mu\text{m}.$$

Suppose matched, gapless edge channels feed the strip at both ends. An electron at midgap then crosses a strip of length $\ell$ with probability $1/\cosh^2(\ell\Delta/2v)$. This is 0.42 at $\ell=5.6\ \mu\text{m}$ and larger for a shorter strip, so a short strip conducts even at energies inside the gap. Electrons just outside the gap are partly reflected at the ends. For $\Delta=k_BT$ the thermally averaged transmission is 0.97 at $\ell=1\ \mu\text{m}$, 0.75 at $5.6\ \mu\text{m}$, and levels off at 0.66 for a long strip, somewhat below the fraction 0.755.

### 5. Sensitivity and neglected effects

**Parameters.** When $4M/B\ll\kappa^2$, expanding the square root gives

$$\lambda_2\approx\frac{M}{B\kappa}=\frac{|M|}{A}\sqrt{1-\frac{D^2}{B^2}} .$$

A smaller inversion energy $|M|$ thus lets the edge states reach deeper into the strip. With $A$, $B$ and $D$ fixed, the closed formula gives a width of 314 nm for $M=-9$ meV and 266 nm for $M=-11$ meV. Setting $D=0$ with the other parameters fixed gives 216 nm. With hard walls, the electron-hole asymmetry therefore cannot be dropped: it reduces $\lambda_2$ by nearly the factor $\sqrt{1-D^2/B^2}=0.67$. It does so by moving the edge crossing $E_0$ away from the middle of the bulk gap, and the size of that move depends on the wall.

**Width errors.** Making the 287.5 nm strip 10 nm narrower raises its gap to 0.104 meV. Making it 10 nm wider lowers the gap to 0.071 meV. These changes, +21% and −17%, follow from the factor $e^{\pm10\lambda_2}$ with $\lambda_2$ in nm⁻¹. They describe uniform changes of width, not the scattering from a rough edge.

**Spin mixing.** The HgTe lattice has no inversion center, which permits a coupling between the spin blocks. Its simplest form is $\delta\,\sigma_y\tau_y$, where $\tau_y$ acts on spin; take $\delta=1.6$ meV as a rough size. Diagonalizing the four-component strip at the width of 287.5 nm gives a gap at $k_x=0$ of 0.0867 meV, almost the old value. The smallest gap is now 0.0411 meV, about half as large, and the lowest upper level sits at $k_x=\pm1.6\times10^{-4}$ nm⁻¹. With this coupling, the gap at $k_x=0$ is therefore no longer the gap of the strip. The width for a gap of $k_BT$ falls to 259 nm. This shift depends strongly on $\delta$, because the smallest gap no longer falls steadily with width. For $\delta=3$ meV it is 0.129, 0.037, 0.025 and 0.039 meV at 200, 220, 250 and 280 nm. For $\delta=5$ meV it is 0.67, 0.13, 0.22, 0.27 and 0.10 meV at 130, 150, 180, 210 and 280 nm. With a stronger coupling the width for a gap of $k_BT$ can be much smaller and need not be unique.

**Interactions.** Two charges one strip width apart, in a medium of rough relative permittivity 20, have a Coulomb energy

$$\frac{e^2}{4\pi\varepsilon_0\varepsilon_rL}=0.25\ \text{meV},$$

about three times $k_BT$ at 1 K. This estimate ignores screening by gates and carriers and is not a computed gap correction. It does show that a one-electron gap of 0.09 meV cannot be taken literally without further analysis.

**A real HgTe strip.** The parameters are of the size used for inverted wells about 7 nm thick, but $M$ depends on the well thickness, so it must be known for the particular well. Real devices break the assumption of separate spin blocks; with the coupling assumed above, that moves the width by 28 nm, or 10%. The change of 1 meV in $M$ moves it by a similar amount. The hard wall is a further assumption, and it can matter more. Suppose the strip is instead bordered by a material with the same $A$, $B$ and $D$ but $M=+1000$ meV. The edge levels then cross near 5.2 meV, the long decay length drops to about 41 nm, and the width for a gap of $k_BT$ falls to about 241 nm. Shifting the potential of that material by $+500$ or $-500$ meV changes this width to about 263 or 223 nm. The short decay length, 1.28 nm, approaches the atomic scale, where an expansion in small $k$ is least reliable, and the resulting shift has not been calculated. For a real strip the result is best read as a width of roughly a quarter of a micrometre only if the spin mixing is no stronger than assumed here, and subject to the unresolved effects of interactions and the edge.

## Numbers as computed

```
A = 364.5 meV nm
B = -686.0 meV nm^2
D = -512.0 meV nm^2
M = -10.0 meV
temperature = 1.0 K
thermal energy kB*T = 0.08617 meV
edge crossing energy E0 = 7.464 meV
edge velocity times hbar = 242.59 meV nm
edge speed = 3.686e+05 m/s
kappa = 0.79835 1/nm
lambda1 = 0.77966 1/nm, decay length = 1.283 nm
lambda2 = 0.018697 1/nm, decay length = 53.48 nm
gap prefactor = 18.589 meV
width (nm) | gap, diagonalized | secular | formula (meV)
150 | 1.20726 | 1.20726 | 1.12524
200 | 0.45084 | 0.45084 | 0.44182
250 | 0.17438 | 0.17438 | 0.17348
300 | 0.06820 | 0.06820 | 0.06811
400 | 0.01050 | 0.01050 | 0.01050
decay constant from gaps at 300 and 400 nm = 0.018709 1/nm
width for gap = kB*T, secular equation = 287.52 nm
width for gap = kB*T, closed formula = 287.42 nm
width for gap = 10 kB*T, secular = 166.78 nm
The lines below use the secular width for gap = kB*T
lower and upper edge level = 7.4219, 7.5080 meV
gap shift, 64 to 80 basis functions = -5.3e-12 meV
gap of non-inverted control (M = +10 meV) = 21.298 meV
weight of edge combination in its half = 0.9958
next level above edge pair at kx=0 = 3.901 meV higher
thermal window outside gap = 0.7551 (fraction)
spin mixing assumed = 1.6 meV
gap at kx=0 with spin mixing = 0.08674 meV
smallest gap with spin mixing = 0.04113 meV
kx of that minimum = 1.64e-04 1/nm
width for gap = kB*T with spin mixing = 259.2 nm
closed-formula width for M = -9 meV = 313.6 nm
closed-formula width for M = -11 meV = 265.5 nm
closed-formula width for D = 0 = 215.6 nm
gap if strip is 10 nm narrower = 0.10395 meV
gap if strip is 10 nm wider = 0.07145 meV
midgap amplitude decay length along strip = 5.63 um
relative permittivity assumed = 20
Coulomb energy scale across strip = 0.250 meV
```
